**Counting and testing the elastic spin one-half form factors**

The program tests that Lorentz covariance, parity, current conservation and hermiticity leave two real form factors, F1 and F2, at spacelike momentum transfer q = p' − p. It writes the 16 complex Breit-frame amplitudes as 32 real unknowns and finds the allowed number from matrix ranks: 12 after axial rotations, 6 after parity, 4 after conservation and 2 after hermiticity. It asserts that four real functions remain if parity is dropped and three if conservation is dropped, and that the named Dirac structures fill these spaces. Two conserved vertices not written in terms of F1 and F2 are reduced in the Breit frame and then predicted in another frame, with errors of 1.5 × 10⁻¹⁶ and 2.6 × 10⁻¹⁶, each the largest deviation among the 16 amplitudes divided by the largest directly computed amplitude. The non-conserved vertex iq^μ fails the same prediction, as it should. In the worked example, m is the particle mass, k the Breit momentum transfer, and GE and GM are the charge and magnetic amplitudes. For mc² = 10⁹ eV and kc = 6 × 10⁸ eV, the chosen amplitudes give F1 = 0.799 and F2 = 1.101. The program also asserts that the Dirac vertex and a direct boost give the same conserved current in the frame where the target starts at rest.

## Numerical verification

```python
"""
Result under test: the elastic current matrix element of a spin-1/2 particle is
  J^mu = ubar(p') [F1 gamma^mu + F2 i sigma^{mu nu} q_nu/(2m)] u(p),  q = p' - p,
with F1, F2 real for q^2 < 0, given Lorentz covariance, parity, current
conservation and hermiticity.
Symbols: m stands for m c^2, momenta for p c, both as energies; ubar u = 2m;
metric (+,-,-,-). Breit frame: p' = +k/2, p = -k/2 along z, so q^2 = -k^2.
Breit amplitudes: J^0 = 2m GE, J^1[up,down] = k GM; tau = k^2/(4 m^2).
J is stored as J[mu, final spin, initial spin].
"""
from itertools import permutations
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

I2 = np.eye(2, dtype=complex)
I4 = np.eye(4, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gamma = np.array([np.kron(pauli[2], I2)]
                 + [np.kron(1j * pauli[1], s) for s in pauli])
gamma_low = np.einsum('mn,nab->mab', metric, gamma)
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
epsilon = np.zeros((4, 4, 4, 4))
for perm in permutations(range(4)):
    epsilon[perm] = round(np.linalg.det(np.eye(4)[list(perm)]))


def four(p, m):
    return np.array([np.sqrt(m * m + p @ p), *p])


def slash(v):
    return np.einsum('m,mab->ab', metric @ v, gamma)


def spinor(p, m):
    root = np.sqrt(four(p, m)[0] + m)
    return np.vstack([root * I2, np.einsum('i,iab->ab', p, pauli) / root])


def elements(vertex, pf, pi, m):
    """All 16 matrix elements of a vertex given as a function of p', p, m."""
    ubar = spinor(pf, m).conj().T @ gamma[0]
    matrices = vertex(four(pf, m), four(pi, m), m)
    return np.array([ubar @ g @ spinor(pi, m) for g in matrices])


def dirac(a, b, m):
    return gamma


def magnetic(a, b, m):
    """i sigma^{mu nu} q_nu / (2m), using sigma = (i/2)[gamma, gamma]."""
    qs = slash(a - b)
    return np.array([-(g @ qs - qs @ g) / (4 * m) for g in gamma])


def convection(a, b, m):
    return np.array([x * I4 / (2 * m) for x in a + b])


def longitudinal(a, b, m):
    return np.array([1j * x * I4 for x in a - b])


def electric_dipole(a, b, m):
    """sigma^{mu nu} gamma5 q_nu."""
    return np.array([-2j * m * -1 * -1 * g @ gamma5 for g in magnetic(a, b, m)])


def anapole(a, b, m):
    q = a - b
    return np.array([(q @ metric @ q * gamma[n] - q[n] * slash(q)) @ gamma5
                     for n in range(4)])


def lorentz(S):
    """Vector matrix L from S^-1 gamma^mu S = L^mu_nu gamma^nu."""
    Si = np.linalg.inv(S)
    return np.array([[np.trace(Si @ g @ S @ h).real / 4 for h in gamma_low]
                     for g in gamma])


def spin_action(S, p, m):
    """Matrix D in S u(p) = u(Lp) D."""
    new = spinor((lorentz(S) @ four(p, m))[1:], m)
    D = new.conj().T @ gamma[0] @ S @ spinor(p, m) / (2 * m)
    assert np.allclose(S @ spinor(p, m), new @ D, atol=1e-10)
    return D


def rotation(axis, angle):
    return np.kron(I2, expm(-0.5j * angle * pauli[axis]))


# ---- Count the allowed amplitudes in the Breit frame, m = 1 ----
m0, k0 = 1.0, 1.3
pf0, pi0 = np.array([0, 0, k0 / 2]), np.array([0, 0, -k0 / 2])


def invariance(S):
    L = lorentz(S)
    assert np.allclose(L @ four(pf0, m0), four(pf0, m0))
    assert np.allclose(L @ four(pi0, m0), four(pi0, m0))
    Df, Di = spin_action(S, pf0, m0), spin_action(S, pi0, m0)
    return lambda J: (np.array([Df.conj().T @ x @ Di for x in J])
                      - np.einsum('mn,nab->mab', L, J))


half_turn = rotation(0, np.pi)
L_turn = lorentz(half_turn)
D_final = spin_action(half_turn, pf0, m0)
D_initial = spin_action(half_turn, pi0, m0)


def hermiticity(J):
    moved = np.einsum('mn,nab->mab', L_turn, J)
    swapped = np.array([D_final @ x @ D_initial.conj().T for x in moved])
    return np.array([x.conj().T for x in J]) - swapped


def conservation(J):
    q = four(pf0, m0) - four(pi0, m0)
    return np.einsum('m,mab->ab', metric @ q, J)


def real_dimension(*conditions):
    columns = []
    for n in range(32):
        x = np.zeros(16, dtype=complex)
        x[n % 16] = 1 if n < 16 else 1j
        r = np.concatenate([c(x.reshape(4, 2, 2)).ravel() for c in conditions])
        columns.append(np.concatenate([r.real, r.imag]))
    return 32 - np.linalg.matrix_rank(np.array(columns).T, tol=1e-9)


turn_z = invariance(rotation(2, 0.7))
mirror = invariance(gamma[0] @ half_turn)
n_rot = real_dimension(turn_z)
n_par = real_dimension(turn_z, mirror)
n_con = real_dimension(turn_z, mirror, conservation)
n_all = real_dimension(turn_z, mirror, conservation, hermiticity)
n_no_par = real_dimension(turn_z, conservation, hermiticity)
n_no_con = real_dimension(turn_z, mirror, hermiticity)
assert (n_rot, n_par, n_con, n_all) == (12, 6, 4, 2)
assert (n_no_par, n_no_con) == (4, 3)


def check_span(vertices, conditions, dimension):
    """The named structures obey the conditions and fill the solution space."""
    rows = []
    for v in vertices:
        J = elements(v, pf0, pi0, m0)
        for c in conditions:
            assert np.allclose(c(J), 0, atol=1e-10)
        rows.append(np.concatenate([J.real.ravel(), J.imag.ravel()]))
    assert np.linalg.matrix_rank(np.array(rows), tol=1e-9) == dimension


check_span([dirac, magnetic], [turn_z, mirror, conservation, hermiticity], n_all)
check_span([dirac, magnetic, longitudinal], [turn_z, mirror, hermiticity], n_no_con)
check_span([dirac, magnetic, electric_dipole, anapole],
           [turn_z, conservation, hermiticity], n_no_par)


# ---- Extract F1, F2 in the Breit frame, predict another frame ----
def form_factors(J, k, m):
    GE = np.trace(J[0]) / (4 * m)
    GM = J[1, 0, 1] / k
    tau = k * k / (4 * m * m)
    return (GE + tau * GM) / (1 + tau), (GM - GE) / (1 + tau), GE, GM, tau


def sandwich(a, b, m):
    return np.array([slash(b) @ g @ slash(a) for g in gamma])


def axial_cross(a, b, m):
    return 1j * np.einsum('mnrs,n,r,sab->mab', epsilon, metric @ (a + b),
                          metric @ (a - b), gamma_low @ gamma5)


pf1, pi1 = np.array([0.4, -0.7, 1.1]), np.array([-0.3, 0.5, 0.2])
q1 = four(pf1, m0) - four(pi1, m0)
k1 = np.sqrt(-(q1 @ metric @ q1))
breit1 = np.array([0, 0, k1 / 2])


def prediction_error(vertex):
    f1, f2, *_ = form_factors(elements(vertex, breit1, -breit1, m0), k1, m0)
    assert abs(f1.imag) + abs(f2.imag) < 1e-10
    direct = elements(vertex, pf1, pi1, m0)
    predicted = (f1 * elements(dirac, pf1, pi1, m0)
                 + f2 * elements(magnetic, pf1, pi1, m0))
    return np.max(abs(direct - predicted)) / np.max(abs(direct))


err_sandwich = prediction_error(sandwich)
err_axial = prediction_error(axial_cross)
err_longitudinal = prediction_error(longitudinal)
assert max(err_sandwich, err_axial) < 1e-10
assert err_longitudinal > 0.1   # a non-conserved vertex must not fit

# Gordon identity in a general frame
assert np.allclose(elements(dirac, pf1, pi1, m0),
                   elements(convection, pf1, pi1, m0)
                   + elements(magnetic, pf1, pi1, m0), atol=1e-10)

# ---- Worked example, energies in eV ----
M, K = 1.0e9, 6.0e8
charge_amp, flip_amp = 1.40e9, 1.14e9
JB = np.zeros((4, 2, 2), dtype=complex)
JB[0] = charge_amp * I2
JB[1] = 1j * flip_amp * pauli[1]
JB[2] = -1j * flip_amp * pauli[0]
F1, F2, GE, GM, tau = [complex(x).real for x in form_factors(JB, K, M)]
pB = np.array([0, 0, K / 2])
JB_dirac = F1 * elements(dirac, pB, -pB, M) + F2 * elements(magnetic, pB, -pB, M)
assert np.allclose(JB_dirac, JB, rtol=1e-10, atol=1e-3)

boost = expm(0.5 * np.arcsinh(K / (2 * M)) * gamma[0] @ gamma[3])
L_boost = lorentz(boost)
p_rest = (L_boost @ four(-pB, M))[1:]
p_recoil = (L_boost @ four(pB, M))[1:]
assert np.max(abs(p_rest)) < 1e-3
for p in (pB, -pB):
    assert np.allclose(spin_action(boost / 1.0, p / M, 1.0), I2, atol=1e-10)
J_boosted = np.einsum('mn,nab->mab', L_boost, JB)
zero = np.zeros(3)
J_rest = (F1 * elements(dirac, p_recoil, zero, M)
          + F2 * elements(magnetic, p_recoil, zero, M))
assert np.allclose(J_rest, J_boosted, rtol=1e-9, atol=1.0)
q_rest = four(p_recoil, M) - four(zero, M)
term_time = q_rest[0] * J_rest[0, 0, 0].real
term_space = q_rest[3] * J_rest[3, 0, 0].real
assert abs(term_time - term_space) < 1e-9 * abs(term_time)
assert abs(q_rest[0] - K * K / (2 * M)) < 1e-6 * q_rest[0]
length = const.hbar * const.c / const.e / K / const.angstrom

print("Real parameters left in the 16 complex Breit amplitudes")
print("  rotations about the axis      :", n_rot)
print("  + parity                      :", n_par)
print("  + current conservation        :", n_con)
print("  + hermiticity                 :", n_all)
print("  all except parity             :", n_no_par)
print("  all except conservation       :", n_no_con)
print("Relative error of prediction in another frame")
print(f"  pslash gamma pslash' vertex   : {err_sandwich:.1e}")
print(f"  epsilon P q gamma gamma5      : {err_axial:.1e}")
print(f"  i q^mu (not conserved)        : {err_longitudinal:.2f}")
print("Worked example: inputs")
print(f"  m c^2                         : {M:.3e} eV")
print(f"  k c                           : {K:.3e} eV")
print(f"  Breit charge amplitude        : {charge_amp:.3e} eV")
print(f"  Breit spin-flip amplitude     : {flip_amp:.3e} eV")
print("Worked example: results")
print(f"  length 1/k                    : {length:.4e} angstrom")
print(f"  tau                           : {tau:.4f}")
print(f"  GE                            : {GE:.4f}")
print(f"  GM                            : {GM:.4f}")
print(f"  F1                            : {F1:.5f}")
print(f"  F2                            : {F2:.5f}")
print("Frame with the target initially at rest")
print(f"  boost factor E_Breit/(m c^2)  : {L_boost[0, 0]:.5f}")
print(f"  energy transfer q^0 c         : {q_rest[0]:.4e} eV")
print(f"  momentum transfer q^3 c       : {q_rest[3]:.4e} eV")
print(f"  J^0, spin kept                : {J_rest[0, 0, 0].real:.5e} eV")
print(f"  J^3, spin kept                : {J_rest[3, 0, 0].real:.5e} eV")
print(f"  J^1, final up, initial down   : {J_rest[1, 0, 1].real:.5e} eV")
print(f"  q^0 J^0                       : {term_time:.5e} eV^2")
print(f"  q^3 J^3                       : {term_space:.5e} eV^2")
print("tests ok")
```

Running it gives:

```
Real parameters left in the 16 complex Breit amplitudes
  rotations about the axis      : 12
  + parity                      : 6
  + current conservation        : 4
  + hermiticity                 : 2
  all except parity             : 4
  all except conservation       : 3
Relative error of prediction in another frame
  pslash gamma pslash' vertex   : 1.5e-16
  epsilon P q gamma gamma5      : 2.6e-16
  i q^mu (not conserved)        : 1.00
Worked example: inputs
  m c^2                         : 1.000e+09 eV
  k c                           : 6.000e+08 eV
  Breit charge amplitude        : 1.400e+09 eV
  Breit spin-flip amplitude     : 1.140e+09 eV
Worked example: results
  length 1/k                    : 3.2888e-06 angstrom
  tau                           : 0.0900
  GE                            : 0.7000
  GM                            : 1.9000
  F1                            : 0.79908
  F2                            : 1.10092
Frame with the target initially at rest
  boost factor E_Breit/(m c^2)  : 1.04403
  energy transfer q^0 c         : 1.8000e+08 eV
  momentum transfer q^3 c       : 6.2642e+08 eV
  J^0, spin kept                : 1.46164e+09 eV
  J^3, spin kept                : 4.20000e+08 eV
  J^1, final up, initial down   : 1.14000e+09 eV
  q^0 J^0                       : 2.63096e+17 eV^2
  q^3 J^3                       : 2.63096e+17 eV^2
tests ok
```
